# Choosing the mean strain in a periodic quantum-dot calculation

## The decision

A k·p calculation of a strained quantum dot needs the strain in the dot and its surroundings before it can place the band edges. When that strain comes from a periodic elastic cell, the user must choose its average boundary condition: a clamped cell, a cell with zero mean stress, or a film held in-plane by a substrate. The choice adds a uniform strain to the whole cell.

For the dot worked out below, in a cubic cell of side 20 nm, changing from clamped to film raises the trace of the strain by 0.0040. If the gap changes by 8 eV per unit trace, a round value, and widens under compression, the clamped cell gives a gap larger by \(8\times0.0040\) eV, or 32 meV. This comes from the boundary condition alone, with dot, cell and elastic constants held fixed. The added strain is uniaxial, so it also changes the valence-band splitting, which this estimate leaves out.

The choice is a separate input because the Fourier solution for the strain has no value at zero wavevector.

## What is being solved

Let the matrix lattice be the reference. The total strain \(\varepsilon\) is the symmetric gradient of the displacement from that lattice. A free piece of dot material would have strain \(m\) relative to it; for a cubic dot in a cubic matrix \(m=\varepsilon_0\mathbf 1\), with \(\varepsilon_0=(a_{\rm dot}-a_{\rm matrix})/a_{\rm matrix}\). Let \(\chi(\mathbf r)\) be 1 in the dot and 0 outside. The elastic strain and the stress are

\[
e=\varepsilon-\chi m,\qquad \sigma=C:e .
\]

Band-edge formulas take \(e\), since they measure each material from its own unstrained lattice. Passing \(\varepsilon\) to them inside the dot would omit the misfit.

The model assumes small strains, coherent interfaces, and one stiffness \(C\) for dot and matrix. The stiffness may be anisotropic. In a periodic cell of volume \(V\), write the displacement as \(E\mathbf r+\mathbf v(\mathbf r)\), with \(E\) a constant symmetric tensor and \(\mathbf v\) periodic. The gradient of a periodic function averages to zero, so \(E\) is the mean total strain.

Set \(\tau=C:m\) and expand

\[
\chi(\mathbf r)=\sum_{\mathbf k}\chi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad
\chi_{\mathbf k}=\frac1V\int_{\rm dot}e^{-i\mathbf k\cdot\mathbf r}\,d^3r .
\]

The zero coefficient is the dot's volume fraction, \(\chi_0=f\). Equilibrium, \(\partial_j\sigma_{ij}=0\), reads

\[
C_{ijps}\,\partial_j\partial_s v_p=\tau_{ij}\,\partial_j\chi ,
\]

because \(E\) is constant and the symmetry of \(C\) in \(p,s\) lets the plain gradient replace its symmetric part. Each derivative becomes a factor \(ik\), so two derivatives give a minus sign on the left:

\[
-K_{ip}v_p=i\tau_{ij}k_j\chi_{\mathbf k},\qquad K_{ip}(\mathbf k)=C_{ijps}k_jk_s .
\]

For \(\mathbf k\ne0\) the matrix \(K\) can be inverted. For any nonzero real vector \(\mathbf b\), \(\mathbf b\cdot K\mathbf b\) equals \(s:C:s\), with \(s\) the symmetric part of \(\mathbf b\otimes\mathbf k\). This \(s\) is not zero, and a stable crystal has positive energy for every nonzero strain. With \(\mathbf a=K^{-1}\tau\mathbf k\), therefore, \(\mathbf v_{\mathbf k}=-i\mathbf a\chi_{\mathbf k}\). Taking the symmetric gradient multiplies by \(i\), and \(i(-i)=1\):

\[
\boxed{\;\varepsilon(\mathbf r)=E+\sum_{\mathbf k\ne0}\Gamma(\mathbf k)\chi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad
\Gamma_{ij}=\tfrac12(k_ia_j+k_ja_i)\;}
\]

The inverse \(K^{-1}\) is the elastic Green tensor in Fourier space. The dot's shape enters through \(\chi_{\mathbf k}\) alone.

## Why zero wavevector needs its own rule

If \(\mathbf k\) is doubled, \(K\) grows fourfold, \(\mathbf a\) halves, and \(\Gamma\) is unchanged. The kernel depends on the direction of \(\mathbf k\) and not on its length. Approaching \(\mathbf k=0\) along different directions gives different tensors, so there is no limit to insert.

For a cubic crystal with \(m=\varepsilon_0\mathbf 1\), \(\tau=(C_{11}+2C_{12})\varepsilon_0\mathbf 1\). For a unit vector \(\mathbf n\), the diagonal elements of \(K\) are \(C_{11}n_i^2+C_{44}(1-n_i^2)\), and the others are \((C_{12}+C_{44})n_in_j\). Along [001], [110] and [111], \(\mathbf n\) is an eigenvector of \(K\), with eigenvalue

\[
C_{11},\qquad \tfrac12(C_{11}+C_{12}+2C_{44}),\qquad \tfrac13(C_{11}+2C_{12}+4C_{44}).
\]

The trace of \(\Gamma\) is \(\mathbf n\cdot\mathbf a=(C_{11}+2C_{12})\varepsilon_0\) divided by that eigenvalue. With the round parameters \(C_{11}=120\), \(C_{12}=55\), \(C_{44}=60\) GPa and \(\varepsilon_0=0.05\), the three traces are 0.0958, 0.0780 and 0.0734. In an isotropic medium the trace is the same for all directions, but \(\Gamma\) is then proportional to \(\mathbf n\otimes\mathbf n\) and still has no limit.

## The three choices

Averaging the stress over the cell gives

\[
S=C:(E-fm).
\]

**Clamped cell.** The cell keeps the dimensions of the unstrained matrix, so \(E=0\). The mean stress is \(-f\tau\), and external forces must hold the cell.

**Zero mean stress.** Since \(C\) is invertible on symmetric tensors, \(S=0\) gives \(E=fm\). This suits a large free-standing body filled with the periodic array, far from its surfaces and without overall bending.

**Film on a substrate.** Let the substrate have the matrix lattice constant and let \(z\) be the growth direction. The mean in-plane strains \(E_{xx},E_{yy},E_{xy}\) vanish, and so does the mean traction \(S\hat{\mathbf z}\). Every symmetric tensor with those three elements zero has the form

\[
E=\tfrac12(\hat{\mathbf z}\otimes\mathbf b+\mathbf b\otimes\hat{\mathbf z}),\qquad \mathbf b=(2E_{xz},2E_{yz},E_{zz}).
\]

The traction condition becomes \(C_{izpz}b_p=f\tau_{iz}\), or \(K(\hat{\mathbf z})\mathbf b=f\tau\hat{\mathbf z}\). This is the equation for \(\mathbf a\) at \(\mathbf k=\hat{\mathbf z}\), times \(f\). Hence

\[
E=f\,\Gamma(\hat{\mathbf z}),\qquad
E_{zz}=f\,\frac{C_{11}+2C_{12}}{C_{11}}\,\varepsilon_0\quad\text{(cubic, }m=\varepsilon_0\mathbf 1).
\]

The film condition thus selects one of the directional limits, the one along the growth axis.

If the substrate instead imposes an in-plane strain \(g\) on the matrix, the cubic condition is \(C_{11}(E_{zz}-f\varepsilon_0)+2C_{12}(g-f\varepsilon_0)=0\). The in-plane elements of \(E\) become \(g\), and \(E_{zz}\) changes by \(-2C_{12}g/C_{11}\).

All three are conditions on averages. None creates a free surface inside the cell. Since \(E\) enters additively, a strain field computed with one choice is converted to another by adding the difference of the two \(E\) tensors; the sum need not be repeated.

## A continuous layer shows the difference

Replace the dot by a layer that fills the cell laterally and a fraction \(f\) of its height. Only wavevectors along \(z\) then have nonzero \(\chi_{\mathbf k}\), and for all of them \(\Gamma=\Gamma(\hat{\mathbf z})\). The terms of \(\chi\) with nonzero wavevector add up to \(\chi-f\), so the strain is

\[
\varepsilon(z)=E+\Gamma(\hat{\mathbf z})\,[\chi(z)-f].
\]

With the film choice, \(\varepsilon=\chi\Gamma(\hat{\mathbf z})\). The matrix is unstrained and the layer has \(\varepsilon_{zz}=0.0958\) for the parameters above, whatever the spacer thickness. This is the expected state of a coherent layer on a thick substrate.

With the clamped choice and \(f=1/3\), the layer has \(\tfrac23\times0.0958=0.0639\), and the spacer is compressed to \(-0.0319\). That compression belongs to the clamp. With zero mean stress, \(f\varepsilon_0=0.0167\) is added to every diagonal element: the spacer is stretched in-plane by 0.0167 and has \(\varepsilon_{zz}=-0.0153\), its Poisson contraction \(-(2C_{12}/C_{11})\times0.0167\).

## An isolated dot is a different limit

Take an isotropic medium with bulk modulus \(B\) and shear modulus \(\mu\), and a spherical dot at the centre of a cubic cell. Here \(\tau=3B\varepsilon_0\mathbf 1\), and the eigenvalue of \(K\) along a unit \(\mathbf n\) is \(B+4\mu/3\), so

\[
\Gamma=\eta\,\mathbf n\otimes\mathbf n,\qquad \eta=\frac{9B\varepsilon_0}{3B+4\mu}.
\]

The trace of \(\Gamma\) is the constant \(\eta\). In the clamped cell the trace of the strain is therefore \(\eta(\chi-f)\), which is \(\eta(1-f)\) inside the dot. At the centre, cubic symmetry makes the three normal strains equal and the shears zero:

\[
\varepsilon_{xx}(0)=(1-f)\,\frac{3B\varepsilon_0}{3B+4\mu}.
\]

The limit \(f\to0\) is the isolated sphere. For \(3B=230\) GPa, \(\mu=32.5\) GPa and \(\varepsilon_0=0.05\) it is 0.0319. A sphere of radius 4 nm in a 20 nm cell has \(f=0.0335\), and the clamped centre value is 0.0309, low by 3.4% of the isolated value. Zero mean stress adds \(f\varepsilon_0=0.0017\) and gives 0.0325, high by 1.9%. The film choice adds \(f\eta\) along \(z\) alone. The trace inside the dot then equals the isolated value \(\eta\), but \(\varepsilon_{xx}\) stays low and \(\varepsilon_{zz}\) is too high, an anisotropy the isolated sphere does not have.

For one dot in an unbounded matrix, then, none of the three choices gives the full strain tensor of the isolated dot. In this symmetric isotropic case \(E=(f\eta/3)\mathbf 1\) would restore the centre value. In an anisotropic crystal the neighbouring dots also change the trace, the film choice is no longer exact for it, and the general remedy is to grow the cell in all directions. In the cubic cell above, the spread between the choices is of the same order as their errors. The spread is proportional to \(f\), so lengthening the cell along one axis alone would shrink it without removing the effect of neighbours along the other two.

## Shape factor and resolution

For a truncated square pyramid of height \(h\), let the half-width fall linearly with height, \(a(z)=a_0+(a_1-a_0)z/h\). Each lateral integral is \(\int_{-a}^{a}e^{-ik_xx}dx=2\sin(k_xa)/k_x\), so

\[
\chi_{\mathbf k}=\frac1V\int_0^h e^{-ik_zz}\,
\frac{2\sin(k_xa)}{k_x}\,\frac{2\sin(k_ya)}{k_y}\,dz ,
\]

where a factor with zero denominator takes its limit \(2a\). Gauss–Legendre quadrature does the remaining integral.

A sharp interface makes a truncated Fourier sum ring. Multiplying each term by \(e^{-k^2s^2/2}\) replaces the field by its average under a Gaussian of standard deviation \(s\) along each axis. Where the field is smooth over several \(s\), a Taylor expansion gives the bias. The linear term averages to zero and the mean product of two displacement components is \(s^2\delta_{ij}\), so the leading bias is \(\tfrac12s^2\nabla^2\varepsilon\). Within a few \(s\) of an interface the averaged value mixes both sides and should not be read as a local strain.

Dot averages need no smoothing. Multiplying the strain by \(\chi\) and integrating gives

\[
\langle\varepsilon\rangle_{\rm dot}=E+\frac1f\sum_{\mathbf k\ne0}\Gamma(\mathbf k)|\chi_{\mathbf k}|^2 .
\]

Since \(\chi^2=\chi\), Parseval's theorem gives \(\sum_{\mathbf k}|\chi_{\mathbf k}|^2=f\). Removing the zero term leaves \(f-f^2\). With \(\bar\Gamma\) the mean of \(\Gamma\) weighted by \(|\chi_{\mathbf k}|^2\),

\[
\langle\varepsilon\rangle_{\rm dot}=E+(1-f)\bar\Gamma .
\]

The elastic energy follows from \(U=\tfrac12\int\sigma:(\varepsilon-\chi m)\,d^3r\). Integration by parts removes the periodic displacement, because \(\sigma\) is divergence-free and opposite cell faces cancel. Thus \(\int\sigma:\varepsilon\,d^3r=V\,S:E\), and

\[
\frac UV=\tfrac12(E-fm):C:E-\tfrac12f\,\tau:\big[E+(1-f)\bar\Gamma-m\big].
\]

The terms in \(E\) are \(\tfrac12E:C:E-f\tau:E\). Completing the square adds \(\tfrac12f^2\tau:m\), which must be subtracted again:

\[
\frac UV=\tfrac12f(1-f)\,\tau:(m-\bar\Gamma)+\tfrac12(E-fm):C:(E-fm).
\]

The second term is the cost of the boundary condition. It vanishes for zero mean stress and is positive otherwise.

## A pyramid worked through

Take the cubic constants above, base 12 nm, top 6 nm and height 4 nm. The volume is \(\tfrac43(144+72+36)=336\) nm³. In a cell of \(20\times20\times20\) nm³, \(f=336/8000=0.042\). The sums run to at least 8 nm⁻¹ along each axis, with \(s=0.5\) nm for point values. On the dot's axis at half height:

| Choice | total \(xx\) | total \(zz\) | elastic \(xx\) | elastic \(zz\) |
|---|---|---|---|---|
| clamped | 0.0111 | 0.0584 | −0.0389 | 0.0084 |
| zero stress | 0.0132 | 0.0605 | −0.0368 | 0.0105 |
| film | 0.0111 | 0.0624 | −0.0389 | 0.0124 |

At this point the dot is compressed in-plane and extended along \(z\); the sign of the elastic \(zz\) strain is not the same everywhere in the dot. The film row differs from the clamped row by \(E_{zz}=0.042\times0.0958=0.0040\). That is 6% of the film's total \(zz\) strain but about a third of its elastic \(zz\) strain, which is a small difference between two larger numbers.

Reducing \(s\) to 0.4 nm raises the film's total \(zz\) strain from 0.0624 to 0.0625. If the bias follows its leading \(s^2\) law, the unsmoothed value is near 0.0627. The fourth decimal in the table thus serves to compare the choices, not to fix the local strain. The small-strain form sets a coarser limit. A layer of dot material held at the matrix lattice constant has an in-plane elastic strain of \(1/1.05-1=-0.0476\), where the linear formula gives \(-0.05\). This error of 0.0024 is comparable to the effect of the boundary condition, so at this misfit the absolute strains are less certain than the differences between the rows.

The energies per dot are about 808 eV clamped, 760 eV film and 732 eV at zero mean stress, each good to about 1 eV. They use sums extrapolated in the cutoff, assuming a remainder inversely proportional to it; the extrapolated Parseval sum is 0.3% below \(f(1-f)\). The differences do not depend on \(\bar\Gamma\). For the clamped cell \(E-fm=-f\varepsilon_0\mathbf 1\), and the extra energy is

\[
\tfrac32V(C_{11}+2C_{12})(f\varepsilon_0)^2=1.22\times10^{-17}\ \text{J}=76\ \text{eV}.
\]

## Stacked layers and the vertical period

The film choice has a further use when the lateral cell is fixed and the vertical period \(L_z\) varies. Terms with \(k_x=k_y=0\) give the strain averaged over each horizontal plane. As in the continuous layer, the film choice makes this average \(\Gamma(\hat{\mathbf z})\) times the fraction of the plane that lies in the dot, independent of \(L_z\).

The other terms have lateral wavevector \(\mathbf g\ne0\). Outside a dot layer they solve the source-free equations and vary as \(e^{ik_zz}\) with \(\det K(\mathbf g,k_z)=0\), possibly times a power of \(z\) if roots coincide. No real \(k_z\) satisfies this, because \(K\) is positive definite for real wavevectors. Each term therefore decays exponentially away from the layer, at a rate proportional to \(|\mathbf g|\) for a given direction of \(\mathbf g\). The film result converges quickly to that of a single dot layer, still periodic in-plane. The clamped result differs from it by \(-f\Gamma(\hat{\mathbf z})\), and this falls only as \(1/L_z\).

The table gives the mid-dot total \(zz\) strain for both choices. Its last two columns give the film's \(xx\) strain 3 nm above the dot's top, on the dot's axis and above the cell corner.

| \(L_z\) (nm) | film \(zz\) | clamped \(zz\) | above dot | above corner |
|---|---|---|---|---|
| 10 | 0.0617 | 0.0537 | 0.0143 | −0.0054 |
| 20 | 0.0624 | 0.0584 | 0.0079 | −0.0025 |
| 40 | 0.0620 | 0.0600 | 0.0080 | −0.0026 |
| 80 | 0.0620 | 0.0610 | 0.0080 | −0.0026 |

From 40 to 80 nm the film value changes by \(2\times10^{-6}\) and the clamped value by \(1.0\times10^{-3}\). The film value does not approach its limit from one side: neighbouring layers lower it at 10 nm and raise it at 20 nm.

On the axis 3 nm above the dot, the matrix is stretched toward the dot's larger lattice. For the widely spaced layers, the in-plane mismatch between this buried matrix and unstrained dot material is about \(0.050-0.008=0.042\), against 0.053 above the corner. New dots grow on a free surface, where the strain is different, so these numbers are not the misfit they would meet. The lower mismatch on the axis only suggests vertical alignment at this spacing; the stretch on the axis fades with height and turns into a slight compression about 11 nm above the top, so the suggestion does not carry over to thick spacers. At \(L_z=10\) nm the point lies midway between two dots, and the larger strain of 0.0143 includes the upper one; it is not the strain at a growth surface before that dot exists.

## Comparison with real dots

The elastic constants are close to those of gallium arsenide. The misfit of 0.05 is below the roughly 0.07 of indium arsenide on it; all strains here scale in proportion to \(\varepsilon_0\) and all energies as its square. Real dots break the assumption of equal stiffness. For an isolated isotropic sphere of bulk modulus \(B_d\), with inner strain \(A\), the outer displacement falls as \(1/r^2\) and gives a radial stress \(-4\mu A\) at the interface. Matching it to \(3B_d(A-\varepsilon_0)\) gives \(A=3B_d\varepsilon_0/(3B_d+4\mu)\). A dot with a bulk modulus one quarter below the matrix value used above then has a total strain 11% smaller and an elastic compression 19% larger. Intermixing lowers the local misfit. A nearby free surface also matters: for a small dilating source in an isotropic half-space, surface displacements are \(4(1-\nu)\) times those at the same points of an unbounded medium, with \(\nu\) Poisson's ratio, or 2.8 times at \(\nu=0.3\). The stacking strains above describe buried material and should not be used as surface values.

## Which setting to use

- For dot layers buried in a film coherent with a thick substrate, use the film condition, with the real lateral spacing. Increase \(L_z\) until the strain settles for a single layer, or set it to the real period for a long stack, provided the stack has not relaxed by misfit dislocations.
- For a free-standing periodic body, use zero mean stress.
- Use the clamped cell when the outer dimensions really are fixed, or as an intermediate result to which the intended \(E\) is added.
- For one isolated dot, enlarge the cell in all three directions and compare the choices.
- If the surface lies within a few dot sizes, or the stiffnesses of dot and matrix differ by roughly a quarter or more, as for indium arsenide in gallium arsenide, use a solver that represents these features. No choice of \(E\) supplies them.
